\section*{First-order Coulomb splitting of e-squared at a trigonal defect}

Let $x(\mathbf r)$ and $y(\mathbf r)$ be the two real, orthonormal orbitals of a degenerate level $e$ at a defect of symmetry $C_{3v}$. The mirror plane containing the axis is chosen so that $x\to x$ and $y\to -y$ under reflection, and the threefold rotation acts as
\begin{equation}
x'=\cos\theta\,x+\sin\theta\,y,\qquad y'=-\sin\theta\,x+\cos\theta\,y,\qquad \theta=120^\circ .
\end{equation}
Two electrons occupy this level. Their repulsion $W(1,2)=W(2,1)$ is real, independent of spin and unchanged when a symmetry operation acts on both electrons. The bare Coulomb interaction has these properties, and so has a statically screened one if the surroundings keep the symmetry. Repulsion integrals are written as
\begin{equation}
(pq|rs)=\iint p(1)q(1)\,W(1,2)\,r(2)s(2)\,d^3r_1\,d^3r_2 ,
\end{equation}
and three of them are needed:
\begin{equation}
J=(xx|xx),\qquad J'=(xx|yy),\qquad K=(xy|xy).
\end{equation}
$K$ is the exchange integral of the real orbitals. The geometry is fixed, spin-orbit coupling is omitted, and first order means that $W$ is diagonalized within the states of $e^2$ alone. Both orbitals have the same one-electron energy, so this energy shifts all the states equally and is dropped.

Two electrons in four spin-orbitals give six states. Their spatial parts, with the first factor belonging to electron 1, are
\begin{align}
T&=\frac{xy-yx}{\sqrt2}, & S_{xy}&=\frac{xy+yx}{\sqrt2},\\
S_-&=\frac{xx-yy}{\sqrt2}, & S_+&=\frac{xx+yy}{\sqrt2}.
\end{align}
The total wave function must be antisymmetric. $T$ therefore carries the three symmetric spin functions of a triplet, and each of the other three carries the antisymmetric spin singlet, which accounts for all six states.

The antisymmetric product $T$ is multiplied by the determinant of the orbital transformation. This is $+1$ for the rotation and $-1$ for the mirror, so $T$ belongs to $A_2$ and the triplet is ${}^3A_2$. The sum $S_+$ is unchanged by any orthogonal transformation of $(x,y)$ and gives ${}^1A_1$. For the remaining pair, multiplying out the rotated orbitals gives
\begin{align}
x'x'-y'y'&=(\cos^2\theta-\sin^2\theta)(xx-yy)+2\sin\theta\cos\theta\,(xy+yx),\\
x'y'+y'x'&=-2\sin\theta\cos\theta\,(xx-yy)+(\cos^2\theta-\sin^2\theta)(xy+yx).
\end{align}
Thus $S_-$ and $S_{xy}$ turn into each other through the angle $2\theta=240^\circ$. The trace of this rotation is $2\cos240^\circ=-1$. Under the mirror $S_-$ is even and $S_{xy}$ odd, so that trace is zero. These are the characters of $E$, and the pair forms ${}^1E$.

The energies follow by expanding the products. For the triplet,
\begin{align}
\langle T|W|T\rangle&=\tfrac12\bigl[(xx|yy)-(xy|yx)-(yx|xy)+(yy|xx)\bigr]\nonumber\\
&=J'-K .
\end{align}
In $S_{xy}$ the two cross terms have the opposite sign, so its energy is $J'+K$. For the other two singlets,
\begin{equation}
\langle S_\pm|W|S_\pm\rangle=\tfrac12\bigl[(xx|xx)+(yy|yy)\pm2(xy|xy)\bigr].
\end{equation}
The cross term is an exchange integral because electron 1 contributes the product $xy$, and so does electron 2.

To relate these expressions, consider the densities
\begin{equation}
\rho_0=x^2+y^2,\qquad \rho_1=x^2-y^2,\qquad \rho_2=2xy .
\end{equation}
Here the factors are functions of the same position. The algebra used for the pair functions gives
\begin{equation}
\rho_1'=\cos2\theta\,\rho_1+\sin2\theta\,\rho_2,\qquad
\rho_2'=-\sin2\theta\,\rho_1+\cos2\theta\,\rho_2,
\end{equation}
while $\rho_0'=\rho_0$. The mirror makes $(\rho_0|\rho_2)$ and $(\rho_1|\rho_2)$ vanish, since $\rho_2$ alone is odd. Invariance of $W$ under the rotation then requires
\begin{equation}
(\rho_0|\rho_1)=(\rho_0|\rho_1')=\cos2\theta\,(\rho_0|\rho_1).
\end{equation}
Because $\cos2\theta=-1/2$, this integral is zero. Written out, it is $(xx|xx)-(yy|yy)$, so both orbitals have the same self-repulsion $J$. The energies of $S_\pm$ are therefore $J\pm K$. The same result removes the matrix element between $S_-$ and $S_+$, which equals $\frac12[(xx|xx)-(yy|yy)]$. The mirror removes the elements between $S_{xy}$ and $S_\pm$, so the four functions diagonalize $W$.

The self-repulsion of $\rho_1$ must also survive the rotation:
\begin{equation}
(\rho_1|\rho_1)=\cos^2 2\theta\,(\rho_1|\rho_1)+\sin^2 2\theta\,(\rho_2|\rho_2).
\end{equation}
Moving the first term on the right to the left gives
\begin{equation}
\sin^2 2\theta\,\bigl[(\rho_1|\rho_1)-(\rho_2|\rho_2)\bigr]=0. \label{eq:rot}
\end{equation}
For $\theta=120^\circ$ the prefactor is $3/4$, so the two self-repulsions are equal. They are $(\rho_1|\rho_1)=2J-2J'$ and $(\rho_2|\rho_2)=4K$, hence
\begin{equation}
J-J'=2K. \label{eq:JK}
\end{equation}
Substituting $J=J'+2K$ yields
\begin{align}
E({}^3A_2)&=J'-K,\\
E({}^1E)&=J'+K=J-K,\\
E({}^1A_1)&=J+K=J'+3K,
\end{align}
and therefore
\begin{equation}
E({}^1E)-E({}^3A_2)=2K,\qquad E({}^1A_1)-E({}^3A_2)=4K. \label{eq:result}
\end{equation}

For the Coulomb interaction the sign of $K$ is fixed. With $\tilde\rho(\mathbf q)$ the Fourier transform of $xy$,
\begin{equation}
K=\frac{e^2}{4\pi\varepsilon_0}\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,|\tilde\rho(\mathbf q)|^2>0 .
\end{equation}
The triplet is thus lowest at this order. Its spatial function vanishes when the electrons meet, whereas the singlets have no such general restriction.

The definition of $K$ matters. For the complex orbitals $e_\pm=(x\pm iy)/\sqrt2$ the exchange density is $e_+^*e_-=\frac12(x-iy)^2=\frac12(\rho_1-i\rho_2)$. The exchange integral is the repulsion between this density and its complex conjugate,
\begin{equation}
K_{+-}=\tfrac14\bigl[(\rho_1|\rho_1)+(\rho_2|\rho_2)\bigr]=\tfrac14(4K+4K)=2K .
\end{equation}
In terms of this integral the same two levels lie at $K_{+-}$ and $2K_{+-}$.

The rotation angle is essential: the argument needs $\sin2\theta\neq0$, which the threefold axis provides. At a fourfold centre $\theta=90^\circ$, the prefactor in \eqref{eq:rot} vanishes and $J-J'$ is no longer tied to $K$. The singlet $S_{xy}$ then lies $2K$ above the triplet, and $S_-$ lies $J-J'$ above it. For a ring of four of the hybrids used in the example below, with the same distance from the vacancy, the same tilt and the same screening, and with $x$ and $y$ each built from one opposite pair, these energies are 0.05 and 1.25 eV in the minimal basis, and 0.06 and 1.11 eV with atomic-natural-orbital functions. Turning the orbital axes by $45^\circ$ interchanges the two values.

A defect usually has filled shells as well. Their mean field has matrix elements $v_{pq}=\sum_c[2(pq|cc)-(pc|qc)]$ between the $e$ orbitals, where $c$ runs over the filled orbitals. This matrix has the symmetry of the defect: the mirror removes $v_{xy}$, and the rotation makes $v_{xx}=v_{yy}$. Each term of $e^2$ is raised by the same $2v_{xx}$, and the gaps in \eqref{eq:result} are unaffected as long as the shells stay filled.

The example has three carbon dangling hybrids around a vacancy, in the regime of the negatively charged nitrogen-vacancy centre in diamond. Each hybrid is $(s+\sqrt3\,p)/2$, built from the valence functions of the STO-3G basis, with $p$ directed at the vacancy. The vacancy-carbon distance is a round 0.16 nm, and the tetrahedral directions put the carbons 0.261 nm apart. All repulsion integrals are divided by a rough screening factor of 4. With $h_1$ in the mirror plane, the symmetry orbitals are, apart from normalization,
\begin{equation}
a\propto h_1+h_2+h_3,\qquad x\propto 2h_1-h_2-h_3,\qquad y\propto h_2-h_3 .
\end{equation}
The configuration is $a^2e^2$. The integrals are $J=3.540$ eV, $J'=2.364$ eV and $K=0.588$ eV. Their difference $J-J'=1.176$ eV equals $2K$, as \eqref{eq:JK} demands. The first-order levels are
\begin{equation}
E({}^1E)=2K=1.18\ \text{eV},\qquad E({}^1A_1)=4K=2.35\ \text{eV},
\end{equation}
measured from ${}^3A_2$. Their separation, 1.18 eV, corresponds to a wavelength of about 1.05 micrometres. Diagonalizing the repulsion among the six determinants with $a$ filled gives the same levels. The digits belong to the minimal basis: with the carbon 2s and 2p functions of an atomic-natural-orbital basis, $K$ is 0.53 eV, about 10\% smaller, and the two levels lie at 1.06 and 2.13 eV. The functions of the Hartree-Fock ${}^3P$ ground state of the carbon atom lower $K$ further, to 0.50 eV, about 14\% below the minimal-basis value.

A site picture shows what sets the size of $K$. Let the hybrids be orthogonalized, let $U$ be the repulsion of two electrons on one site and $V$ that between sites, and neglect products of orbitals on different sites. The coefficients are then $(2,-1,-1)/\sqrt6$ for $x$ and $(0,1,-1)/\sqrt2$ for $y$, so the density $xy$ has site weights $0$, $-1/\sqrt{12}$ and $+1/\sqrt{12}$. Its self-repulsion is
\begin{equation}
K\simeq \frac{2}{12}U-\frac{2}{12}V=\frac{U-V}{6}.
\end{equation}
With $U=5.18$ eV and $V=1.81$ eV this gives 0.56 eV, about 95\% of the full integral (92\% with the atomic-natural-orbital functions). The exchange energy thus measures how much more strongly two electrons repel on one site than on neighbouring sites. A repulsion that were equal in both cases would give no splitting in this picture.

Unequal $e$ levels, as produced by strain or a distortion, are a first departure from the assumptions. Let their energies be $+\delta/2$ and $-\delta/2$. $T$ and $S_{xy}$ contain one electron in each orbital and do not shift. The configurations $xx$ and $yy$ shift by $+\delta$ and $-\delta$, which couples $S_-$ to $S_+$ with the element $\frac12[\delta-(-\delta)]=\delta$. With the repulsion integrals held fixed and energies measured from the triplet,
\begin{equation}
\begin{pmatrix}2K&\delta\\ \delta&4K\end{pmatrix}
\quad\Rightarrow\quad E_\pm=3K\pm\sqrt{K^2+\delta^2}.
\end{equation}
Within the isolated $e^2$ configuration and for $\delta\ll K$, the lower level falls by $\delta^2/(2K)$. For $\delta=0.1$ eV the singlets lie at 1.167, 1.176 and 2.360 eV, so at this order the degeneracy of ${}^1E$ is lifted by $\sqrt{K^2+\delta^2}-K\approx8.4$ meV. At the opposite extreme the lower singlet reaches the triplet, within the isolated $e^2$ configuration, when $3K=\sqrt{K^2+\delta^2}$, or $\delta=\sqrt8\,K\approx1.7$ eV here. Beyond that splitting it is cheaper to pair both electrons in the lower orbital. The configuration mixing treated next changes both results. It gives ${}^1E$ a share of the configuration $a\,e^3$, whose single hole in $e$ makes the splitting linear in $\delta$ when $\delta$ is small. The sign of $\delta$ then matters too. With the parameters used below, ${}^1E$ splits by 22 meV for $\delta=0.1$ eV and by 9 meV for $\delta=-0.1$ eV, and the crossing comes down to $|\delta|\approx1.0$ and 1.1 eV, respectively. These figures take the splitting of the $e$ levels as the only perturbation. A distortion of $E$ symmetry generally also produces a one-electron element between $a$ and $x$, which acts linearly on the mixed ${}^1E$ and can dominate. Shifting the energy of the orthogonalized hybrid $h_1$ alone by $3\delta/2$ splits the $e$ levels by $\delta$ and gives this element the value $\delta/\sqrt2$. With the repulsion integrals still fixed, ${}^1E$ then splits by 82 meV for $\delta=0.1$ eV and by 92 meV for $\delta=-0.1$ eV, and the crossing lies at $|\delta|\approx2.0$ and 1.1 eV. The response to a real strain therefore cannot be read from $\delta$ alone.

A much larger correction comes from mixing with other configurations. It is easiest to count the two holes in the otherwise full set $\{a,x,y\}$. Exchanging creation and annihilation operators leaves the two-body integrals of real orbitals unchanged, and the extra one-body terms cannot couple $a$ to $e$ by symmetry. The configuration $a^2e^2$ has two holes in $e$, $a\,e^3$ has one in $a$ and one in $e$, and $e^4$ has two in $a$.

For the mirror-even component of ${}^1E$, the coupling to $a\,e^3$ is
\begin{equation}
W_E=\Bigl\langle S_-\Big|W\Big|\frac{ax+xa}{\sqrt2}\Bigr\rangle=(ax|xx)-(ay|xy).
\end{equation}
Since $\cos240^\circ=\cos120^\circ$ and $\sin240^\circ=-\sin120^\circ$, the pair $(\rho_1,-\rho_2)$ rotates like $(x,y)$, and so like $(ax,ay)$. Invariance of $W$ therefore gives $(ax|\rho_1)=-(ay|\rho_2)$. It also gives $(ax|\rho_0)=0$, so that $(ax|yy)=-(ax|xx)$ and $(ax|\rho_1)=2(ax|xx)$. Hence $(ay|xy)=-(ax|xx)$, and
\begin{equation}
W_E=2(ax|xx).
\end{equation}
For ${}^1A_1$ the coupling to $e^4$ is
\begin{equation}
W_A=\langle S_+|W|aa\rangle=\frac{(ax|ax)+(ay|ay)}{\sqrt2}=\sqrt2\,(ax|ax).
\end{equation}

Let $P$ be the energy of the triplet of $a\,e^3$ above ${}^3A_2$. If $P$ is made large by lowering $a$, with the integrals fixed, the energy denominators approach $P$ for one promoted electron and $2P$ for two. To leading order the levels then fall by $W_E^2/P$ and $W_A^2/(2P)$, and \eqref{eq:result} is recovered as $P\to\infty$.

The example is far from that limit. A rough value for the real centre is $P=2$ eV, while $|W_E|=1.596$ eV and $|W_A|=1.557$ eV. The singlet of $a\,e^3$ lies above its triplet by $2(ax|ax)=\sqrt2\,|W_A|=2.201$ eV, hence at $4.201$ eV above ${}^3A_2$. The two-state problem for ${}^1E$ gives
\begin{align}
E&=\frac{1.176+4.201}{2}-\sqrt{\Bigl(\frac{4.201-1.176}{2}\Bigr)^2+1.596^2}\nonumber\\
&=2.689-2.199=0.49\ \text{eV}.
\end{align}
Full diagonalization of four electrons in the three orbitals gives the same 0.49 eV, and 1.64 eV for ${}^1A_1$. The levels drop by 0.69 and 0.71 eV. Their ratio changes from 2 to about 3.4, while their separation hardly moves, from 1.18 to 1.15 eV. The near-equality of the two drops is a feature of these parameters, not a consequence of symmetry. With the same $P$ and screening, the mixed levels lie at 0.49 and 1.58 eV for the atomic-natural-orbital functions, and at 0.49 and 1.54 eV for the Hartree-Fock ones. The mixed states still have weights of 0.84 and 0.83 in $a^2e^2$, so the labels remain useful even where the first-order energies are poor.

In the real nitrogen-vacancy centre the singlets are separated by roughly 1.2 eV. The closeness of the model's value is no confirmation, because the screening factor was chosen and $K$ follows it. A uniform factor of 5.7, a rough long-range dielectric constant for diamond, gives $K=0.41$ eV. If the interaction is reduced by 5.7 at long range but left bare at short range, with a crossover governed by $\mathrm{erfc}(\mu r)$ and $\mu=0.8$ per bohr, $K$ becomes 1.20 eV. The relation $J-J'=2K$ holds for that interaction too, but $2K$ ranges from 0.83 to 2.4 eV between the two choices, or from 0.75 to 2.1 eV with the atomic-natural-orbital functions. The assumption of an isolated $e^2$ configuration is a separate source of error; in the model, dropping it lowers ${}^1E$ by more than half. It also moves ${}^1A_1$ from above the 2 eV triplet to below it. The nitrogen hybrid, which lies on the axis and has symmetry $A_1$, cannot enter $x$ or $y$ but would alter $a$ and thus the mixing. Bulk states and lattice relaxation are also absent.

Spin-orbit coupling and temperature act on a smaller scale. For the carbon $2p$ function used here, an upper estimate of the spin-orbit constant, made with the unscreened nuclear charge, is 7 meV. The thermal energy at 300 K is 26 meV. Both are small beside the 0.49 eV that separates the mixed ${}^1E$ from the triplet. Spin-orbit coupling can still open weak transitions between singlets and triplets, which a spin-independent $W$ forbids. For level positions in this model, the screening and the configuration mixing matter far more.

\section*{Computed values}
\begin{verbatim}
Vacancy-carbon distance: 0.160 nm
Carbon-carbon distance: 0.2613 nm
Overlap of neighbouring hybrids: 0.1010
Uniform screening factor: 4.0
Unscreened K: 2.3518 eV
Screened J = (xx|xx): 3.5402 eV
Screened J' = (xx|yy): 2.3643 eV
Screened K = (xy|xy): 0.5879 eV
J - J': 1.1759 eV
Exchange integral of complex orbitals: 1.1759 eV
First-order 1E above 3A2: 1.1759 eV
First-order 1A1 above 3A2: 2.3518 eV
First-order 1E-1A1 gap: 1.1759 eV
Wavelength of that gap: 1054 nm
Site repulsion U, screened: 5.1772 eV
Intersite repulsion V, screened: 1.8131 eV
Site estimate (U-V)/6: 0.5607 eV
Site estimate divided by K: 0.954
Chosen promotion energy of the triplet: 2.0 eV
Coupling of 1E to a1 e^3, magnitude: 1.5959 eV
Coupling of 1A1 to e^4, magnitude: 1.5565 eV
1E above 3A2 with configuration mixing: 0.4897 eV
1A1 above 3A2 with configuration mixing: 1.6433 eV
1E-1A1 gap with configuration mixing: 1.1537 eV
Weight of a1^2 e^2 in mixed 1E: 0.844
Weight of a1^2 e^2 in mixed 1A1: 0.828
Long-range dielectric constant, rough: 5.7
Inverse screening range, rough: 0.8 1/bohr
K with distance-dependent screening: 1.1961 eV
K with uniform factor equal to that constant: 0.4126 eV
Chosen e-level splitting: 0.10 eV
Singlet 1 above triplet with splitting: 1.1674 eV
Singlet 2 above triplet with splitting: 1.1759 eV
Singlet 3 above triplet with splitting: 2.3602 eV
Fourfold control: xy singlet above triplet: 0.0497 eV
Fourfold control: xx-yy singlet above triplet: 1.2462 eV
Carbon spin-orbit constant, upper estimate: 6.87 meV
Temperature: 300 K
Thermal energy: 25.85 meV
\end{verbatim}
